# Electronic friction on a slow scalar potential in an s-wave superconductor

A simulation that gives an atom moved slowly through a superconductor the friction of the normal metal overestimates the electronic drag. In the aluminium-like example below, at half the critical temperature, the error is a factor of 15. Setting the friction to zero because there is a gap removes the thermal quasiparticles, which still absorb energy. Multiplying the normal result by the squared superconducting density of states gives a divergent integral at the gap edge. The correct low-frequency factor is

$$\frac{\eta_s}{\eta_n}=2f(\Delta)=\frac{2}{e^{\Delta/k_BT}+1}. \tag{1}$$

Here $\eta_s$ and $\eta_n$ are the friction coefficients in the superconducting and normal states at the same temperature, $\Delta(T)$ is the gap and $f$ the Fermi function. The derivation assumes a clean, isotropic BCS superconductor with a parabolic band, a spin-independent potential that moves on a prescribed path and is treated to second order, and $k_BT,\Delta\ll E_F$. It covers electronic friction, not phonon emission. In the formulas $\hbar=1$ and $T$ stands for $k_BT$.

## Friction from the density response

Let $V(\mathbf r-\mathbf vt)$ be the potential energy of an electron in the moving potential, with

$$V(\mathbf r)=\int\!\frac{d^3q}{(2\pi)^3}V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.$$

Each component varies as $e^{-i\omega t}$ with $\omega=\mathbf q\cdot\mathbf v$ and induces the density $\chi(q,\omega)V_{\mathbf q}e^{-i\omega t}$. The power delivered to the electrons is $P=\int d^3r\,\delta n\,\partial_tV$. The complex conjugate of $\partial_tV_{\mathbf q}$ contributes a factor $+i\omega V_{\mathbf q}^*$, so the integrand is $i\omega\chi|V_{\mathbf q}|^2$. Since $\mathrm{Re}\,\chi$ is even in $\omega$, its part cancels between $\mathbf q$ and $-\mathbf q$. What remains is

$$P=\int\!\frac{d^3q}{(2\pi)^3}|V_{\mathbf q}|^2\,\omega\,[-\mathrm{Im}\,\chi(q,\omega)].$$

At low frequency $-\mathrm{Im}\,\chi=\omega L(q)$. With $P=\eta v^2$,

$$\eta=\int\!\frac{d^3q}{(2\pi)^3}|V_{\mathbf q}|^2(\mathbf q\cdot\hat{\mathbf v})^2L(q)
=\frac1{6\pi^2}\int_0^\infty\!dq\,q^4|V_q|^2L(q). \tag{2}$$

The second form holds for a spherical potential, for which the angular average of $(\hat{\mathbf q}\cdot\hat{\mathbf v})^2$ is $1/3$. If $L_s/L_n$ does not depend on $q$, it is also the friction ratio, whatever the shape of $V$.

## Quasiparticle matrix element

Let $\xi=k^2/2m-E_F$ and $E=\sqrt{\xi^2+\Delta^2}$. The matrix $\xi\tau_3+\Delta\tau_1$, with Pauli matrices $\tau_i$, has a positive-energy eigenvector $(u,v)$ with

$$u^2=\tfrac12(1+\xi/E),\quad v^2=\tfrac12(1-\xi/E),\quad uv=\Delta/2E.$$

The electron operators are therefore

$$c_{\mathbf k\uparrow}=u\gamma_{\mathbf k\uparrow}-v\gamma^\dagger_{-\mathbf k\downarrow},\qquad
c^\dagger_{-\mathbf k\downarrow}=v\gamma_{\mathbf k\uparrow}+u\gamma^\dagger_{-\mathbf k\downarrow}.$$

Write $\mathbf k'=\mathbf k+\mathbf q$ and mark quantities at $\mathbf k'$ with a prime. The density operator is the sum over $\mathbf k$ of $c^\dagger_{\mathbf k'\uparrow}c_{\mathbf k\uparrow}+c^\dagger_{-\mathbf k\downarrow}c_{-\mathbf k'\downarrow}$. Its quasiparticle-conserving part is

$$(uu'-vv')\left(\gamma^\dagger_{\mathbf k'\uparrow}\gamma_{\mathbf k\uparrow}+\gamma^\dagger_{-\mathbf k\downarrow}\gamma_{-\mathbf k'\downarrow}\right).$$

The minus sign comes from reordering fermion operators: a scalar potential acts with opposite sign on the electron and hole parts of a quasiparticle. The other terms create or destroy two quasiparticles. They need $\omega\ge2\Delta$ and drop out here.

For the squared element, use $u^2u'^2+v^2v'^2=\frac12(1+\xi\xi'/EE')$ and $2uvu'v'=\Delta^2/2EE'$:

$$C=(uu'-vv')^2=\frac12\left[1+\frac{\xi\xi'-\Delta^2}{EE'}\right]. \tag{3}$$

The response function contains $C[f(E)-f(E')]/(\omega-E'+E+i0)$, whose imaginary part is $-\pi$ times a delta function. The two spin channels then give

$$-\mathrm{Im}\,\chi_s=2\pi\!\int\!\frac{d^3k}{(2\pi)^3}\,C\,[f(E)-f(E')]\,\delta(E'-E-\omega). \tag{4}$$

## Energy variables and the normal state

Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. From $k'^2=k^2+q^2+2kqc$ follow $d\xi=(k/m)dk$ and, at fixed $k$, $d\xi'=(kq/m)dc$. Hence

$$d^3k=2\pi k^2\,dk\,dc=2\pi\frac{m^2}{q}\,d\xi\,d\xi'. \tag{5}$$

The factors of $k$ cancel. The allowed region is $|k-q|\le k'\le k+q$.

In the normal state replace $E$ by $\xi$ and $C$ by 1 in (4). The prefactor is $2\pi\cdot2\pi m^2/(8\pi^3q)=m^2/(2\pi q)$, and $\int d\xi[f(\xi)-f(\xi+\omega)]=\omega$. Therefore

$$L_n=\frac{m^2}{2\pi q}\quad(q<2k_F),\qquad
\eta_n=\frac{m^2}{12\pi^3}\int_0^{2k_F}\!dq\,q^3|V_q|^2. \tag{6}$$

The cutoff arises because elastic scattering on the Fermi surface transfers at most $2k_F$.

The same friction follows from momentum transfer in collisions. The Born transport cross-section is $\sigma_{tr}=\int d\Omega(1-\cos\theta)|mV_q/2\pi|^2$. With $q^2=2k_F^2(1-\cos\theta)$ and $d\Omega=2\pi q\,dq/k_F^2$ it becomes $(m^2/4\pi k_F^4)\int q^3|V_q|^2dq$. Multiplying by $nk_F$, where $n=k_F^3/3\pi^2$, reproduces (6). As a test, $nk_F\sigma_{tr}$ was computed from partial waves for screened charges $\pm0.01$. The mean of the two was 1.00004 times the Born value.

## The low-frequency ratio

Hold $q$ and $\Delta>0$ fixed and let $\omega\to0$. Then $f(E)-f(E')\to\omega[-f'(E)]$, where the prime on $f$ means a derivative. Equations (4) and (5) give

$$\frac{L_s}{L_n}=\int d\xi\,[-f'(E)]\int d\xi'\,C\,\delta(E'-E).$$

The delta function has two roots.

- At $\xi'=\xi$, $C=(E^2+\xi^2-\Delta^2)/2E^2=\xi^2/E^2$.
- At $\xi'=-\xi$, $C=(E^2-\xi^2-\Delta^2)/2E^2=0$.

Because $dE'/d\xi'=\xi'/E'$, the first root carries the Jacobian $E/|\xi|$. The product is $|\xi|/E$: the large density of states near the gap is cancelled by the small matrix element. There a quasiparticle is an almost equal mixture of electron and hole, and a scalar potential hardly couples to it. With $dE=(\xi/E)d\xi$ for $\xi>0$, and an equal contribution from $\xi<0$,

$$\frac{L_s}{L_n}=2\int_0^\infty\!d\xi\,\frac{\xi}{E}[-f'(E)]
=2\int_\Delta^\infty\!dE\,[-f'(E)]=2f(\Delta).$$

This is (1). The surviving root has $k'=k$, which is allowed whenever $q\le2k$. At small $q$ the kinematic limits may exclude the other root, but its weight is zero. The wavelength therefore need not be short compared with the coherence length. The exception is a narrow range of $q$ near $2k_F$, set by the spread of $\xi$ among thermal quasiparticles. Its relative width is about $\max(T,\sqrt{\Delta T})/E_F$.

The integral over $k$ and angle was also evaluated directly, without (5), for $\Delta=0.04E_F$ and $T=0.03E_F$. For $q/k_F=0.04$, 0.80 and 1.50 the ratios were 0.41695, 0.41696 and 0.41696, against 0.41722 from (1). The delta function was a Gaussian of standard deviation $0.001E_F$, which averages over small nonzero frequencies. The next section shows that such frequencies lower the ratio.

## Finite frequency

For $0<\omega<2\Delta$ and $v_Fq$ much larger than $\Delta$ and $T$, all four sign choices of $\xi$ and $\xi'$ are allowed at given $E$ and $E'=E+\omega$. The term $\xi\xi'$ in (3) cancels in their sum, leaving $2(1-\Delta^2/EE')$. With $|d\xi/dE|=E/\sqrt{E^2-\Delta^2}$ the absorption ratio is

$$R(\omega)=\frac2\omega\int_\Delta^\infty\!dE\,M\,[f(E)-f(E')],\quad
M=\frac{EE'-\Delta^2}{\sqrt{(E^2-\Delta^2)(E'^2-\Delta^2)}}. \tag{7}$$

To expand it, put $y=EE'-\Delta^2$ and $a=\Delta\omega$. Since

$$(E^2-\Delta^2)(E'^2-\Delta^2)=(EE'-\Delta^2)^2-\Delta^2(E'-E)^2,$$

we have $M=y/\sqrt{y^2-a^2}$, with $y=a$ at the lower limit. Split $M$ into $1+(M-1)$. The first part gives

$$\frac2\omega\int_\Delta^{\Delta+\omega}\!f(E)\,dE=2f(\Delta)+\omega f'(\Delta)+O(\omega^2).$$

For the second, let $\bar E=E+\omega/2$. Then $y=\bar E^2-\omega^2/4-\Delta^2$ and $dE=dy/2\bar E$. The smooth factor multiplying $M-1$ is $G(y)=-f'(\bar E)/2\bar E$, up to $O(\omega^2)$. Because

$$\int_a^\infty(M-1)\,dy=\left[\sqrt{y^2-a^2}-y\right]_a^\infty=a,$$

the leading contribution is $2aG(0)=-\omega f'(\Delta)$. It cancels the linear term above.

The next term comes from the slope of $G$. At large $y$, $M-1\simeq a^2/2y^2$, so $\int y(M-1)dy$ contains $(a^2/2)\ln(1/a)$. The slope is

$$G'(0)=\frac1{2\Delta}\frac{d}{dE}\left[\frac{-f'(E)}{2E}\right]_{\Delta}
=-\frac1{4\Delta^2}\left[f''(\Delta)+\frac{|f'(\Delta)|}{\Delta}\right].$$

Thus

$$R(\omega)=2f(\Delta)-\frac{\omega^2}{4}\left[f''(\Delta)+\frac{|f'(\Delta)|}{\Delta}\right]\ln\frac{\omega_0}{\omega}+O(\omega^2), \tag{8}$$

where $\omega_0$ is a fixed energy set by $\Delta$ and $T$. The bracket is positive, so the correction is negative at small $\omega$.

For $\Delta=T$, direct quadrature of (7) deviates from $2f(\Delta)=0.537883$ by $-2.482\times10^{-3}$ at $\omega=0.1\Delta$ and by $-4.136\times10^{-5}$ at $0.01\Delta$. The reduction by a factor of 60 excludes a linear term, which would give 10. In units of $\Delta$, the deviation divided by $\omega^2$ changes from $-0.248$ to $-0.414$, a change of 0.165 in magnitude. Equation (8) predicts $\frac14(0.0909+0.1966)\ln10=0.165$.

The coherence sign is essential. Replacing $-\Delta^2$ by $+\Delta^2$ in the numerator of $M$ makes it approach $\Delta/\sqrt{x(x+\omega)}$ near the edge, where $x=E-\Delta$. The integral then grows by $2|f'(\Delta)|\Delta\ln10$ for each decade by which $\omega$ falls. For $\Delta=T$ both this law and the quadrature between $\omega=10^{-3}\Delta$ and $10^{-4}\Delta$ give 0.9054. Equation (1) must not be used for a perturbation with that sign.

For numerical work, substitute $x=\omega\sinh^2t$. Then $dx/\sqrt{x(x+\omega)}=2\,dt$, and (7) becomes

$$R=\frac4\omega\int_0^\infty\!dt\,\frac{EE'-\Delta^2}{\sqrt{(x+2\Delta)(x+\omega+2\Delta)}}\,[f(E)-f(E')],$$

which has no edge singularity. To avoid subtracting nearly equal numbers, use $f(E)-f(E')=f(E)[1-f(E')](1-e^{-\omega/T})$, with $1-f(E')=f(-E')$ and a library routine for $e^x-1$ (such as expm1) in the last factor.

## Screening and the response of the gap

The ratio would be altered if superconductivity changed the screening of $V$, or if the moving potential disturbed $\Delta$ enough to absorb energy. Both effects can be examined with the matrix Green function

$$\mathcal G(\xi,\omega_n)=-\frac{i\omega_n+\xi\tau_3+\Delta\tau_1}{\xi^2+W^2},\qquad W^2=\omega_n^2+\Delta^2,$$

where $\omega_n$ is a Matsubara frequency. Define $B_{ab}=\int d\xi\,\frac12\mathrm{tr}[\tau_a\mathcal G\tau_b\mathcal G']$ with $\xi'=\xi+s$ and $s=v_Fqc$. The indices 3, 2 and 1 denote density, gap phase and gap amplitude.

**Screening.** Let $A=\xi^2+W^2$ and $A'=\xi'^2+W^2$. In the static case the trace gives the numerator $\xi\xi'-W^2=\frac12(A+A')-\frac12(s^2+4W^2)$. With $\int d\xi/A=\pi/W$ and $\int d\xi/AA'=2\pi/[W(4W^2+s^2)]$,

$$B_{33}=\frac\pi W-\frac\pi W=0,$$

with or without a gap. The difference between the integrands with and without a gap falls off fast enough that the order of the $\xi$ integral and the frequency sum does not matter. Superconductivity therefore leaves the static density response unchanged to leading order in $\Delta/E_F$. In the random-phase approximation, with Coulomb interaction $v_c$ and unscreened response $\chi_0$, $\mathrm{Im}\,\chi=\mathrm{Im}\,\chi_0/|1-v_c\chi_0|^2$. The denominator is therefore common to both states, and the screened potential can be used in (6).

**Phase.** For frequencies $\omega_1$ and $\omega_2$ the density–phase trace has numerator $-\Delta(\omega_2-\omega_1)$, proportional to the transferred frequency. The gap equation makes the phase restoring term vanish at $q=0$. At $q\ne0$ each Matsubara frequency contributes

$$B_{22}(s)-B_{22}(0)=\frac{\pi s^2}{W(4W^2+s^2)}>0.$$

Eliminating the phase thus changes $\chi$ by a term with the prefactor $\omega^2$, divided by a nonzero stiffness. Power counting at the gap edge allows further logarithms of $\omega$, which do not prevent the correction to $-\mathrm{Im}\,\chi/\omega$ from vanishing as $\omega\to0$.

**Amplitude.** The density–amplitude numerator is $\Delta(\xi+\xi')$. It cancels between $(\xi,\xi')$ and $(-\xi,-\xi')$ when the density of states is constant near the Fermi level. The remainder is small in $\Delta/E_F$. The amplitude matrix element $uv'+vu'$ has the $+\Delta^2$ coherence sign, so the absorption it mediates grows as $\ln(1/\omega)$ and does not vanish. It enters with a weight of order $(\Delta/E_F)^2$, up to logarithmic factors. With $\Delta/E_F\approx10^{-5}$, as in the example below, it is negligible at any practical frequency. Equation (1) is thus the leading order in $\Delta/E_F$.

## Temperature limits

For $T\ll\Delta$, (1) becomes $2e^{-\Delta/T}$: friction disappears with the thermal quasiparticles. This assumes an equilibrium population. For a non-thermal occupation that depends only on $E$, the same integral gives twice the occupation at $E=\Delta$. Excess nonequilibrium quasiparticles, which real samples at low temperature often keep, therefore set a floor under the friction to the extent that they occupy states at the gap edge; their total density alone does not fix it. For $\Delta\ll T$ it becomes $1-\Delta/2T$. In mean-field theory $\Delta\propto\sqrt{T_c-T}$ near $T_c$, so the ratio falls from 1 with a vertical slope as the metal is cooled. In the cold limit (1) needs $\omega\ll T$. Near $T_c$ the condition $\omega\ll\Delta$ is needed to resolve the small drop $\Delta/2T$. At larger $\omega$ the ratio still differs from (1) only by a relative amount of order $\Delta/T$.

## Example with aluminium-like parameters

Take the rough values $k_F=17.5\ \mathrm{nm^{-1}}$ and $T_c=1.2$ K, and a speed of 0.1 m/s. The gap follows from the weak-coupling equation

$$\ln\frac{T_c}{T}=2\pi T\sum_{n\ge0}\left[\frac1{\omega_n}-\frac1{\sqrt{\omega_n^2+\Delta^2}}\right],\quad\omega_n=(2n+1)\pi T.$$

| $T$ (K) | $\Delta$ (meV) | $\eta_s/\eta_n$ |
|---|---|---|
| 0.3 | 0.182 | 0.0017 |
| 0.6 | 0.175 | 0.066 |
| 0.9 | 0.142 | 0.278 |
| 1.1 | 0.088 | 0.565 |

At 0.6 K, $\Delta/k_BT=3.376$ and the ratio is $2/(e^{3.376}+1)=0.066$.

For the absolute friction take a screened charge $Z=0.1$. In atomic units $V_q=-4\pi Z/(q^2+\kappa^2)$ with the Thomas–Fermi value $\kappa^2=4k_F/\pi$, or $\kappa=20.5\ \mathrm{nm^{-1}}$. Equation (6) integrates to

$$\eta_n=\frac{2Z^2}{3\pi}\left[\ln(1+b)-\frac b{1+b}\right],\qquad b=\frac{4k_F^2}{\kappa^2}.$$

Here $b=(35.0/20.52)^2=2.91$ and the bracket is 0.619. This gives $\eta_n=1.31\times10^{-3}$ atomic units, or $4.9\times10^{-17}$ kg/s, and $\eta_s=0.066\,\eta_n=3.3\times10^{-18}$ kg/s. For a mass $M=27$ u, a classical simulation would have damping times $M/\eta$ of 0.91 ns in the normal state and 13.7 ns in the superconducting state. These do not describe a free atom: one collision that transfers $2\hbar k_F$ would give it the recoil energy $(2\hbar k_F)^2/2M=4E_Fm/M\approx1$ meV, more than both $k_BT$ and $\Delta$. The prescribed path assumes that whatever guides the atom takes up this recoil.

The largest frequency is $2\hbar k_Fv=2.3\ \mu$eV, small compared with both $k_BT=52\ \mu$eV and $\Delta$. At finite speed the ratio is the average of $R(qvc)$ with weight $3c^2q^3|V_q|^2$ over $0<c<1$ and $0<q<2k_F$, where $c$ now refers to the angle between $\mathbf q$ and $\mathbf v$. At a fixed 0.6 K it is 0.0661 at 0.1 m/s, 0.0648 at 1 m/s and 0.0594 at 3 m/s. The last value is 10% below the low-frequency limit.

For the parabolic band, pair breaking becomes possible when $2\hbar k_Fv=2\Delta$, here at 15 m/s. In a crystal, umklapp scattering allows transfers beyond $2k_F$: adding the shortest reciprocal-lattice vector of aluminium, $26.9\ \mathrm{nm^{-1}}$, already lowers the kinematic threshold to about 8.6 m/s. The weight of such processes is not computed here. A 1 keV ion of mass 27 u moves at $8.5\times10^4$ m/s and has frequencies up to 1.9 eV, some $10^4$ times the gap. Equation (1) must not multiply the stopping power of such an ion.

Real aluminium is a weak-coupling superconductor for which these values of $k_F$ and $T_c$ are reasonable. The charge 0.1 is far weaker than a typical implanted atom and was chosen to keep the Born approximation usable. Even so, partial waves give a normal friction 9% above the Born value for this attractive charge (8% below it for the opposite sign), and neither the absolute friction nor the ratio has been established here for strong scattering. An atom in a crystal is also bound to a site. Its natural vibrations have energies of roughly tens of meV, far above $2\Delta$, so (1) concerns slow forced motion, not those vibrations. A real gap varies over the Fermi surface. As an illustration of the sensitivity, a uniform change of the gap by $-5\%$ or $+5\%$ at 0.6 K moves the ratio to 0.078 or 0.056. This measures sensitivity to the size of the gap, not to its anisotropy: for two equal sheets with gaps 5% above and below the mean and isotropic scattering between them, the low-frequency ratio is 0.0657, against 0.0661 for the mean gap. Magnetic scattering, which can create states inside the gap, and phonon emission are not sized here.

The numerical output that follows lists most of the values used above.

## Computed results

```
TESTS
Direct test: gap 0.04 E_F, kT 0.03 E_F
Formula ratio for direct test: 0.41722
Direct ratio at q = 0.04 k_F: 0.41695
Direct ratio at q = 0.80 k_F: 0.41696
Direct ratio at q = 1.50 k_F: 0.41696
Limit ratio at gap = kT: 0.537883
Deviation at w = 0.1 gap (gap = kT): -2.482e-03
Deviation at w = 0.01 gap (gap = kT): -4.136e-05
Opposite sign, growth per decade of w: 0.9054
Logarithmic law for that growth: 0.9054
Partial-wave / Born friction, mean of Z=+-0.01: 1.00004
EXAMPLE INPUTS
Fermi wave number: 17.5 nm^-1
Critical temperature: 1.2 K
Temperature: 0.6 K
Screened charge Z: 0.1 e
Speed: 0.1 m/s
Moving mass: 27 u
EXAMPLE RESULTS
Fermi energy: 11.67 eV
Screening wave number: 20.52 nm^-1
T = 0.3 K: gap 0.1823 meV, friction ratio 0.00173
T = 0.6 K: gap 0.1745 meV, friction ratio 0.06613
T = 0.9 K: gap 0.1415 meV, friction ratio 0.27771
T = 1.1 K: gap 0.0883 meV, friction ratio 0.56531
kT at 0.6 K: 0.0517 meV
gap/kT at 0.6 K: 3.3757
Normal friction: 1.3139e-03 atomic units
Normal friction: 4.9481e-17 kg/s
Superconducting friction: 3.2722e-18 kg/s
Normal velocity damping time: 0.906 ns
Superconducting damping time: 13.702 ns
NEGLECTED EFFECTS
Largest hbar*w at 0.1 m/s: 2.304 microeV
Finite-speed ratio at 0.1 m/s: 0.06610
Finite-speed ratio at 1.0 m/s: 0.06477
Finite-speed ratio at 3.0 m/s: 0.05942
Partial-wave / Born normal friction, Z=0.1: 1.0913
Ratio with gap 5% smaller: 0.07782
Ratio with gap 5% larger: 0.05615
gap / Fermi energy: 1.50e-05
Pair-breaking speed gap/(hbar k_F): 15.15 m/s
Speed of a 1 keV ion of 27 u: 8.454e+04 m/s
Largest hbar*w for that ion: 1.948 eV
```
